# Long-range dipole–dipole force constants in anisotropic insulators: a numerical check

```python
# Result under test (Hartree atomic units): long-range dipole-dipole force constants
#   C(d) = Z1^T T(d) Z2,  T = [eps^-1/D^3 - 3 Dl Dl/D^5]/sqrt(det eps),
#   Dl = eps^-1 d, D = sqrt(d.Dl), T = -grad grad G, G = 1/(sqrt(det eps) D),
# eps: dielectric tensor; Z[a,b]: dipole along a per displacement along b; d: separation.
# Reciprocal partner: (4 pi/Omega)(q.Z1)(q.Z2)/(q.eps.q). Contact term (4 pi/3) eps^-1.
# Lattice model: point dipoles in vacuum, polarizability alpha, bare dipole z u,
# T0(q) bare dipole lattice sum, L Lorentz tensor; eps and Z emerge from the model.
# The formula is the leading large-d term; in the lattice model the rest decays as d^-5.
import numpy as np, sympy as sp, itertools
from scipy.special import erfc
from scipy.constants import physical_constants as pc
pi, I3, norm = np.pi, np.eye(3), np.linalg.norm
conv = pc['Hartree energy in eV'][0]/(pc['Bohr radius'][0]*1e10)**2

def T_formula(r, eps):
    ei = np.linalg.inv(eps); Dl = r@ei
    D = np.sqrt(np.sum(r*Dl, -1))[..., None, None]
    return (ei/D**3 - 3*Dl[..., :, None]*Dl[..., None, :]/D**5)/np.sqrt(np.linalg.det(eps))
def G_formula(r, eps):
    return 1/np.sqrt(np.linalg.det(eps)*np.sum(r*(r@np.linalg.inv(eps)), -1))
def frame(v):
    e3 = v/norm(v); e1 = np.cross(e3, I3[np.argmin(abs(e3))]); e1 /= norm(e1)
    return e1, np.cross(e3, e1), e3
def G_fourier(r, eps):  # inverse transform of 4 pi/(q eps q) as a great-circle integral
    e1, e2, _ = frame(r); ph = 2*pi*np.arange(400)/400
    n = np.outer(np.cos(ph), e1) + np.outer(np.sin(ph), e2)
    return np.mean(1/np.sum(n*(n@eps), 1))/norm(r)
def C_charges(d, eps, Za, Zb, h=0.01):  # energy of two finite dipoles (four charges)
    C = np.zeros((3, 3))
    for a, b, s, t in itertools.product(range(3), range(3), (1, -1), (1, -1)):
        C[a, b] += s*t*G_fourier(d + t*h*Zb[:, b] - s*h*Za[:, a], eps)/(4*h*h)
    return C
rel = lambda A, B: norm(A - B)/norm(B)
f = lambda v, p=4: ' '.join(f'{x:.{p}f}' for x in np.ravel(v))
g = lambda v: ' '.join(f'{x:.4e}' for x in np.ravel(v))

# general tensors
es = sp.Matrix([[5, 1, sp.Rational(1, 2)], [1, 4, -1], [sp.Rational(1, 2), -1, 7]])
eg = np.array(es.tolist(), float)
Za = np.array([[2.0, .6, -.2], [-.3, 2.4, .1], [.5, 0, 1.6]])
Zb = np.array([[-1.8, .2, .4], [.7, -2.2, 0], [-.1, .3, -1.5]])
dg = np.array([11., -6., 8.])
X = sp.Matrix(sp.symbols('x y z')); H = sp.hessian(1/sp.sqrt(es.det()*(X.T*es.inv()*X)[0]), list(X))
for pt in [(11, -6, 8), (1, 2, -3)]:
    Hn = H.subs(dict(zip(X, pt)))
    assert abs((es*Hn).trace().evalf(30)) < 1e-25
    assert rel(-np.array(Hn.evalf(20).tolist(), float), T_formula(np.array(pt, float), eg)) < 1e-12
assert abs(G_fourier(dg, eg)/G_formula(dg, eg) - 1) < 1e-12
e4 = rel(C_charges(dg, eg, Za, Zb), Za.T@T_formula(dg, eg)@Zb); assert e4 < 3e-4
w, V = np.linalg.eigh(eg); rt = V@np.diag(np.sqrt(w))@V.T
ev = np.linalg.eigvalsh(rt@C_charges(dg, eg, I3, I3)@rt)*np.sqrt(w.prod())*(dg@np.linalg.solve(eg, dg))**1.5
assert np.allclose(ev, [-2, 1, 1], atol=1e-3)
# hemisphere quadrature about q, mu = t^3 tames the logarithm
qv = np.array([1., 2., -1.]); e1, e2, e3 = frame(qv)
t, wt = np.polynomial.legendre.leggauss(200); t, wt = (t + 1)/2, wt/2
mu = (t**3)[:, None]; ph = 2*pi*np.arange(200)/200; s = np.sqrt(1 - mu**2)
rh = (s*np.cos(ph))[..., None]*e1 + (s*np.sin(ph))[..., None]*e2 + (mu + 0*ph)[..., None]*e3
W = 2*(3*t*t*wt)[:, None]*(2*pi/200) + 0*ph
grad = np.stack([(G_formula(rh + 1e-4*e, eg) - G_formula(rh - 1e-4*e, eg))/2e-4 for e in I3], -1)
flux = -np.sum(W*np.sum(rh*(grad@eg), -1)); assert abs(flux/(4*pi) - 1) < 1e-6
Tr = T_formula(rh, eg); Dr = np.sqrt(np.sum(rh*(rh@np.linalg.inv(eg)), -1))
assert norm(np.einsum('ij,ijab->ab', W, Tr)) < 1e-8
FT = -np.einsum('ij,ijab->ab', W*np.log(mu/Dr), Tr)
eft = rel(4*pi*np.outer(qv, qv)/(qv@eg@qv) - FT, 4*pi/3*np.linalg.inv(eg)); assert eft < 1e-6
off = np.array([1., .5, -.5])  # off-centre dipole = dipole + quadrupole
eq = [rel(C_charges(k*dg + off, eg, Za, Zb, .02), Za.T@T_formula(k*dg, eg)@Zb) for k in (2, 4)]
assert 0.42 < eq[1]/eq[0] < 0.58
print(f'general: flux/4pi {flux/4/pi:.6f}; scaled eigenvalues {f(ev)}')
print(f'general: rel. error four charges {e4:.1e}; contact term {eft:.1e}')
print(f'off-centre dipole: rel. dev. at 2d, 4d {f(eq)}; ratio {eq[1]/eq[0]:.3f}')

# worked example, round parameters
eps = np.diag([4., 4., 9.]); Z1 = np.diag([2.5, 2.5, 1.5]); Z2 = -Z1
print('A: eps diag', f(np.diag(eps), 1), '; sqrt det', f(np.sqrt(np.linalg.det(eps)), 3))
print('A: Z1 diag = -Z2 diag (e)', f(np.diag(Z1), 1))
print(f'1 Ha/bohr^2 = {conv:.4f} eV/A^2')
pick = lambda M: [M[0, 0], M[1, 1], M[2, 2], M[0, 2]]
for d in ([12., 0, 9], [15., 0, 0], [0, 0, 15.], [24., 0, 18]):
    d = np.array(d); Dl = np.linalg.solve(eps, d); D = np.sqrt(d@Dl)
    T = T_formula(d, eps); C = Z1.T@T@Z2
    assert rel(C_charges(d, eps, Z1, Z2), C) < 3e-4
    print(f'A: d (bohr) {f(d,0)}; |d| {norm(d):.1f}; Delta {f(Dl)}; D {D:.4f} bohr')
    print(f'  1/(sqrtdet D^3) {1/np.sqrt(np.linalg.det(eps))/D**3:.4e} bohr^-3')
    print('  T xx yy zz xz (bohr^-3)', g(pick(T)))
    print('  C xx yy zz xz (Ha/bohr^2)', g(pick(C)))
    print('  C xx yy zz xz (eV/A^2)', g(np.array(pick(C))*conv))
d = np.array([12., 0, 9]); em = np.trace(eps)/3; Ci = Z1@T_formula(d, em*I3)@Z2
print(f'A: mean eps {em:.4f}, d=(12,0,9): C (Ha/bohr^2)', g(pick(Ci)))
print(f'  rel. deviation from anisotropic C {rel(Ci, Z1@T_formula(d, eps)@Z2):.3f}')

# lattice of polarizable point dipoles
a = np.array([5., 6., 7.]); Om = a.prod()
alpha = np.array([[12., 3, 2], [3, 9, 1], [2, 1, 7]])
z = np.array([[2., .5, 0], [-.3, 1.5, .2], [0, 0, 1.8]])
pairs = [(i, j) for i in range(3) for j in range(i, 3)]
sh = lambda v, i: v.reshape([-1 if k == i else 1 for k in range(3)])
def T0_grid(N, lam=0.125):  # Ewald sum, G=0 term dropped at q=0 (zero macroscopic field)
    R = [sh(np.fft.fftfreq(N)*N*a[i], i) for i in range(3)]
    r2 = R[0]**2 + R[1]**2 + R[2]**2; r2[0, 0, 0] = 1; r = np.sqrt(r2)
    ec, ga = erfc(lam*r), 2*lam/np.sqrt(pi)*np.exp(-lam**2*r2)
    B = ec/(r*r2) + ga/r2; Cc = 3*ec/(r*r2*r2) + ga*(3/r2**2 + 2*lam**2/r2)
    B[0, 0, 0] = 0
    comp = {(i, j): np.fft.rfftn((i == j)*B - R[i]*R[j]*Cc).real
            - (i == j)*4*lam**3/(3*np.sqrt(pi)) for i, j in pairs}
    q = [sh(2*pi*(np.fft.rfftfreq if i == 2 else np.fft.fftfreq)(N, a[i]), i) for i in range(3)]
    for G in itertools.product((-1, 0, 1), repeat=3):
        K = [q[i] + 2*pi*G[i]/a[i] for i in range(3)]
        K2 = K[0]**2 + K[1]**2 + K[2]**2
        if G == (0, 0, 0): K2[0, 0, 0] = 1
        ex = [np.exp(-k*k/(4*lam**2)) for k in K]
        wK = (4*pi/Om)*ex[0]*ex[1]*ex[2]/K2
        for i, j in pairs: comp[i, j] += (K[i]*K[j])*wK
    T = np.empty(K2.shape + (3, 3))
    for i, j in pairs: T[..., i, j] = T[..., j, i] = comp[i, j]
    return T
Ts = T0_grid(24); assert abs(Ts - T0_grid(24, 0.09)).max() < 1e-9
L = -Ts[0, 0, 0]; assert abs(np.trace(L) - 4*pi/Om) < 1e-9
stab = np.linalg.eigvalsh(np.linalg.inv(alpha) + Ts).min(); assert stab > 0
R = [sh(a[i]*np.arange(-int(270/a[i]), int(270/a[i]) + 1), i) for i in range(3)]
r2 = R[0]**2 + R[1]**2 + R[2]**2; r2[r2 == 0] = 1e30
S = [np.array([np.sum((1 - 3*R[i]**2/r2)/r2**1.5*np.exp(-r2/sg**2)) for i in range(3)]) for sg in (30, 60)]
assert abs((4*S[1] - S[0])/3 - (4*pi/3/Om - np.diag(L))).max() < 1e-3*4*pi/Om
epm = I3 + 4*pi/Om*np.linalg.solve(I3 - alpha@L, alpha)  # response to a macroscopic field
Zm = np.linalg.solve(I3 - alpha@L, z)                    # dipole per displacement
assert np.allclose(z.T@np.linalg.inv(I3 - L@alpha), Zm.T)  # force per field
# pairs of cells (d, 2d); the first pair lies in the pre-asymptotic range along x
sites = [(5, 0, 0), (10, 0, 0), (8, 0, 0), (16, 0, 0), (0, 0, 4), (0, 0, 8), (3, 3, 3), (6, 6, 6)]
Ns = (48, 72, 96); Csup = []
for N in Ns:
    T = T0_grid(N); M = np.linalg.solve(I3 + (T.reshape(-1, 3)@alpha).reshape(T.shape), T)
    out = np.zeros((len(sites), 3, 3))
    for i, j in pairs:
        Mr = np.fft.irfftn(M[..., i, j], s=(N, N, N), axes=(0, 1, 2))
        out[:, i, j] = out[:, j, i] = [Mr[st] for st in sites]
    Csup.append(z.T@out@z)
print('B: a (bohr)', f(a, 1), f'; Omega {Om:.1f} bohr^3; supercells {Ns}')
print('B: alpha rows (bohr^3)', f(alpha, 1)); print('B: z rows (e)', f(z, 1))
print('B: L diag/(4pi/Omega)', f(np.diag(L)*Om/4/pi), f'; stability {stab:.4f} bohr^-3')
print('B: eps rows', f(epm)); print('B: Z rows (e)', f(Zm))
for idx in [(1, 0, 0), (0, 0, 1), (1, 1, 1)]:
    q = 2*pi*np.array(idx)/(Ns[-1]*a); qZ = q@Zm
    ena = rel(z.T@(M[idx] - M[0, 0, 0])@z, 4*pi/Om*np.outer(qZ, qZ)/(q@epm@q)); assert ena < 1e-2
    print(f'B: nonanalytic term, q index {idx}/{Ns[-1]}: rel. dev. {ena:.1e}')
x = np.array(Ns)/Ns[0]; wN = np.linalg.solve(np.array([x**0, x**-3, x**-5]), [1, 0, 0])
Cex = np.einsum('n,nsab->sab', wN, np.array(Csup)); err = []
for st, Ce in zip(sites, Cex):
    d = a*np.array(st); Cf = Zm.T@T_formula(d, epm)@Zm; err.append(rel(Ce, Cf))
    print(f'B: cell {st} D {np.sqrt(d@np.linalg.solve(epm, d)):.2f} bohr; Cxx exact, formula',
          g([Ce[0, 0], Cf[0, 0]]), f'Ha/bohr^2; rel. dev. {err[-1]:.4f}')
for k in (1, 3, 5, 7):
    assert err[k]/err[k-1] < 0.4   # 1/4 for a d^-5 rest, 1/2 for d^-4
print(f'B: {sites[1]} error ratio {err[1]/err[0]:.3f}')
for k in (3, 5, 7):
    d = a*np.array(sites[k])
    etr = rel(Zm@T_formula(d, epm)@Zm.T, Cex[k])
    eiso = rel(Zm.T@T_formula(d, np.trace(epm)/3*I3)@Zm, Cex[k])
    # d^3 C at d/2 and d, extrapolated in d^-2 and rescaled to the far cell
    einf = rel((4*Cex[k] - Cex[k-1]/8)/3, Zm.T@T_formula(d, epm)@Zm)
    assert err[k] < 0.05 and einf < 0.015 and einf < err[k]
    assert etr > 3*err[k] and eiso > 3*err[k]
    print(f'B: {sites[k]} error ratio {err[k]/err[k-1]:.3f}; extrapolated dev. {einf:.4f};',
          f'Z transposed {etr:.3f}; mean eps {eiso:.3f}')
print('every check passed')
```

Printed output:

```
general: flux/4pi 1.000000; scaled eigenvalues -2.0000 1.0000 1.0000
general: rel. error four charges 5.7e-06; contact term 9.4e-14
off-centre dipole: rel. dev. at 2d, 4d 0.0664 0.0334; ratio 0.503
A: eps diag 4.0 4.0 9.0 ; sqrt det 12.000
A: Z1 diag = -Z2 diag (e) 2.5 2.5 1.5
1 Ha/bohr^2 = 97.1736 eV/A^2
A: d (bohr) 12 0 9; |d| 15.0; Delta 3.0000 0.0000 1.0000; D 6.7082 bohr
  1/(sqrtdet D^3) 2.7606e-04 bohr^-3
  T xx yy zz xz (bohr^-3) -9.6620e-05 6.9014e-05 1.2269e-05 -5.5212e-05
  C xx yy zz xz (Ha/bohr^2) 6.0388e-04 -4.3134e-04 -2.7606e-05 2.0704e-04
  C xx yy zz xz (eV/A^2) 5.8681e-02 -4.1915e-02 -2.6826e-03 2.0119e-02
A: d (bohr) 15 0 0; |d| 15.0; Delta 3.7500 0.0000 0.0000; D 7.5000 bohr
  1/(sqrtdet D^3) 1.9753e-04 bohr^-3
  T xx yy zz xz (bohr^-3) -9.8765e-05 4.9383e-05 2.1948e-05 0.0000e+00
  C xx yy zz xz (Ha/bohr^2) 6.1728e-04 -3.0864e-04 -4.9383e-05 0.0000e+00
  C xx yy zz xz (eV/A^2) 5.9984e-02 -2.9992e-02 -4.7987e-03 0.0000e+00
A: d (bohr) 0 0 15; |d| 15.0; Delta 0.0000 0.0000 1.6667; D 5.0000 bohr
  1/(sqrtdet D^3) 6.6667e-04 bohr^-3
  T xx yy zz xz (bohr^-3) 1.6667e-04 1.6667e-04 -1.4815e-04 0.0000e+00
  C xx yy zz xz (Ha/bohr^2) -1.0417e-03 -1.0417e-03 3.3333e-04 0.0000e+00
  C xx yy zz xz (eV/A^2) -1.0122e-01 -1.0122e-01 3.2391e-02 0.0000e+00
A: d (bohr) 24 0 18; |d| 30.0; Delta 6.0000 0.0000 2.0000; D 13.4164 bohr
  1/(sqrtdet D^3) 3.4507e-05 bohr^-3
  T xx yy zz xz (bohr^-3) -1.2078e-05 8.6268e-06 1.5337e-06 -6.9014e-06
  C xx yy zz xz (Ha/bohr^2) 7.5485e-05 -5.3918e-05 -3.4507e-06 2.5880e-05
  C xx yy zz xz (eV/A^2) 7.3351e-03 -5.2394e-03 -3.3532e-04 2.5149e-03
A: mean eps 5.6667, d=(12,0,9): C (Ha/bohr^2) 3.0065e-04 -3.2680e-04 9.4118e-06 2.8235e-04
  rel. deviation from anisotropic C 0.426
B: a (bohr) 5.0 6.0 7.0 ; Omega 210.0 bohr^3; supercells (48, 72, 96)
B: alpha rows (bohr^3) 12.0 3.0 2.0 3.0 9.0 1.0 2.0 1.0 7.0
B: z rows (e) 2.0 0.5 0.0 -0.3 1.5 0.2 0.0 0.0 1.8
B: L diag/(4pi/Omega) 0.6298 0.2912 0.0791 ; stability 0.0375 bohr^-3
B: eps rows 2.3527 0.3956 0.2364 0.3956 1.6923 0.1052 0.2364 0.1052 1.4536
B: Z rows (e) 3.6692 1.0987 0.0567 0.1378 1.9269 0.2553 0.2885 0.1204 1.8707
B: nonanalytic term, q index (1, 0, 0)/96: rel. dev. 2.5e-04
B: nonanalytic term, q index (0, 0, 1)/96: rel. dev. 5.4e-05
B: nonanalytic term, q index (1, 1, 1)/96: rel. dev. 9.9e-04
B: cell (5, 0, 0) D 16.74 bohr; Cxx exact, formula -1.6120e-03 -1.0518e-03 Ha/bohr^2; rel. dev. 0.5210
B: cell (10, 0, 0) D 33.49 bohr; Cxx exact, formula -1.4362e-04 -1.3147e-04 Ha/bohr^2; rel. dev. 0.0894
B: cell (8, 0, 0) D 26.79 bohr; Cxx exact, formula -2.9987e-04 -2.5678e-04 Ha/bohr^2; rel. dev. 0.1627
B: cell (16, 0, 0) D 53.58 bohr; Cxx exact, formula -3.3117e-05 -3.2098e-05 Ha/bohr^2; rel. dev. 0.0307
B: cell (0, 0, 4) D 23.44 bohr; Cxx exact, formula 1.9323e-04 1.9474e-04 Ha/bohr^2; rel. dev. 0.0907
B: cell (0, 0, 8) D 46.88 bohr; Cxx exact, formula 2.4314e-05 2.4343e-05 Ha/bohr^2; rel. dev. 0.0212
B: cell (3, 3, 3) D 22.19 bohr; Cxx exact, formula 1.4111e-04 1.5220e-04 Ha/bohr^2; rel. dev. 0.0620
B: cell (6, 6, 6) D 44.38 bohr; Cxx exact, formula 1.8605e-05 1.9025e-05 Ha/bohr^2; rel. dev. 0.0175
B: (10, 0, 0) error ratio 0.172
B: (16, 0, 0) error ratio 0.189; extrapolated dev. 0.0134; Z transposed 0.521; mean eps 0.253
B: (0, 0, 8) error ratio 0.234; extrapolated dev. 0.0024; Z transposed 0.248; mean eps 0.641
B: (6, 6, 6) error ratio 0.282; extrapolated dev. 0.0032; Z transposed 0.278; mean eps 0.507
every check passed
```
